# Why a straight ⟨110⟩ screw in silicon ignores a dilatational impurity

## The result

A straight screw dislocation along a ⟨110⟩ direction shears a cubic crystal without changing its local volume, in linear elasticity and outside the core. An impurity that couples to volume change alone therefore has no interaction energy linear in the dislocation strain, wherever it sits, and feels no force of that order. This holds for any stable set of the three cubic elastic constants.

Two facts combine. The crystal has a mirror plane perpendicular to the line, which leaves displacement along the line as the only component. The line is straight, so that displacement does not vary along it. The first fact removes two terms of the dilatation and the second removes the third.

The result concerns a single, undissociated screw in an otherwise unstressed, infinite crystal. Real screws in silicon split into partials, and these do act on the impurity, though more weakly than a 60° dislocation at the distance treated below.

## What the impurity feels

Let the impurity push on its neighbours with forces $\mathbf f^a$ at positions $\mathbf R^a$ from its centre, with no net force or torque. In a displacement field $\mathbf u$ that varies slowly over a bond, its interaction energy is

$$E=-\sum_a f_i^a u_i(\mathbf x+\mathbf R^a)\simeq -P_{ij}\,\partial_j u_i,\qquad P_{ij}=\sum_a f_i^aR_j^a .$$

The term in $u_i(\mathbf x)$ has dropped out because the forces sum to zero. Zero torque makes $P_{ij}$ symmetric, so the gradient may be replaced by the strain $\varepsilon_{ij}$. At a site of tetrahedral symmetry $P_{ij}=P\delta_{ij}$, and

$$E=-P\,\mathrm{tr}\,\varepsilon .$$

The strength $P$ follows from the relaxation volume $\Delta V$, the volume the impurity adds to a stress-free crystal. An isotropic dipole in a cubic crystal produces equal mean expansion along the three cube axes. With bulk modulus $K=(C_{11}+2C_{12})/3$, the total volume change is $P/K$. Hence

$$P=K\Delta V,\qquad E=-K\Delta V\,\mathrm{tr}\,\varepsilon,\qquad \mathbf F=-\nabla E .$$

An oversized impurity, $\Delta V>0$, is drawn to regions of expansion. If the dilatation is zero everywhere, both $E$ and $\mathbf F$ vanish.

## Why the dilatation is zero

Let $x,y,z$ be the cube axes, and use the right-handed set

$$\mathbf q=\frac{[110]}{\sqrt2},\qquad \mathbf s=[001],\qquad \mathbf t=\frac{[1\bar10]}{\sqrt2},$$

with the line and the Burgers vector $b\mathbf t$ along $\mathbf t$. The elastic energy density of a cubic crystal can be written as an isotropic part plus one anisotropic term:

$$W=\tfrac12C_{12}(\mathrm{tr}\,\varepsilon)^2+C_{44}\,\varepsilon_{ij}\varepsilon_{ij}+\tfrac12H\left(\varepsilon_{xx}^2+\varepsilon_{yy}^2+\varepsilon_{zz}^2\right),$$

where $H=C_{11}-C_{12}-2C_{44}$ vanishes in an isotropic solid.

Nothing depends on the coordinate along a straight line, so $\varepsilon_{tt}=\partial_tu_t=0$. The remaining strains form two groups: an antiplane group $\varepsilon_{qt},\varepsilon_{st}$, produced by $u_t$, and an in-plane group $\varepsilon_{qq},\varepsilon_{ss},\varepsilon_{qs}$, produced by $u_q,u_s$. The question is whether $W$ couples them.

The isotropic part does not. The antiplane strain has zero trace, and $\varepsilon_{ij}\varepsilon_{ij}$ is a sum of squares of separate components, with no product between the groups. For the anisotropic term, use $\hat{\mathbf x}=(\mathbf q+\mathbf t)/\sqrt2$ and $\hat{\mathbf y}=(\mathbf q-\mathbf t)/\sqrt2$:

$$\varepsilon_{xx}=\tfrac12\varepsilon_{qq}+\varepsilon_{qt},\qquad
\varepsilon_{yy}=\tfrac12\varepsilon_{qq}-\varepsilon_{qt},\qquad
\varepsilon_{zz}=\varepsilon_{ss}.$$

Squaring and adding gives

$$\varepsilon_{xx}^2+\varepsilon_{yy}^2+\varepsilon_{zz}^2=\tfrac12\varepsilon_{qq}^2+\varepsilon_{ss}^2+2\varepsilon_{qt}^2 .$$

The products $\varepsilon_{qq}\varepsilon_{qt}$ have cancelled. This is the mirror at work: reflection in the plane normal to $\mathbf t$ exchanges $x$ and $y$, reverses $\varepsilon_{qt}$, and leaves the cubic energy unchanged.

The energy is thus a sum of an antiplane part and an in-plane part. A screw prescribes a displacement jump $b$ in $u_t$ and no jump in $u_q$ or $u_s$. With no forces applied at the core, nothing drives the in-plane part. In a stable crystal that part is positive unless the in-plane strain is zero, so its minimum has $\varepsilon_{qq}=\varepsilon_{ss}=\varepsilon_{qs}=0$. Therefore

$$\mathrm{tr}\,\varepsilon=\varepsilon_{qq}+\varepsilon_{ss}+\varepsilon_{tt}=0 .$$

## Anisotropy changes the shear

The antiplane energy density is

$$W=2C_{44}(\varepsilon_{qt}^2+\varepsilon_{st}^2)+H\varepsilon_{qt}^2
=(C_{11}-C_{12})\varepsilon_{qt}^2+2C_{44}\varepsilon_{st}^2 .$$

Since $\varepsilon_{qt}=\tfrac12\partial_qu_t$ and $\varepsilon_{st}=\tfrac12\partial_su_t$, this becomes

$$W=\tfrac12C'(\partial_qu_t)^2+\tfrac12C_{44}(\partial_su_t)^2,\qquad C'=\tfrac12(C_{11}-C_{12}),$$

and equilibrium requires $C'\partial_q^2u_t+C_{44}\partial_s^2u_t=0$. The substitution $Y=\lambda s$ with $\lambda=\sqrt{C'/C_{44}}$ turns this into Laplace's equation in $(q,Y)$. The solution that rises by $b$ in one circuit is

$$u_t=\frac{b}{2\pi}\arg(q+i\lambda s).$$

Its gradients are

$$\partial_qu_t=-\frac{b}{2\pi}\frac{\lambda s}{q^2+\lambda^2s^2},\qquad
\partial_su_t=\frac{b}{2\pi}\frac{\lambda q}{q^2+\lambda^2s^2}.$$

For silicon, take the rough values $C_{11},C_{12},C_{44}=166,64,80$ GPa. Then $C'=51$ GPa and $\lambda=0.798$. With lattice constant $a=0.543$ nm, $b=a/\sqrt2=0.384$ nm, and at $r=10$ nm the scale of the strain is $b/(2\pi r)=6.11\times10^{-3}$. The shear is largest at $q=0$, where it equals $b/(2\pi\lambda r)=7.65\times10^{-3}$. The impurity sits in a substantial shear field to which it has no linear coupling.

A general anisotropic dislocation solution, in which all three displacement components are free, gives a largest dilatation of about $10^{-18}$ on the same circle. This is numerical rounding.

## The same cancellation, atom by atom

Represent the impurity by equal radial forces $f$ on its four neighbours, at distance $R$ along

$$\frac{(1,1,1)}{\sqrt3},\quad \frac{(1,-1,-1)}{\sqrt3},\quad \frac{(-1,1,-1)}{\sqrt3},\quad \frac{(-1,-1,1)}{\sqrt3}.$$

These forces give $P_{ij}=\tfrac43fR\,\delta_{ij}$. The screw displaces atoms along $\mathbf t$ alone, so the force components along $\mathbf t$ are what matter. They are $0$, $+2f/\sqrt6$, $-2f/\sqrt6$ and $0$. The second and third neighbours both lie at $q=0$, $s=-R/\sqrt3$ relative to the impurity, and so have the same $u_t$. The work of one force cancels that of the other.

No expansion in $R/r$ was needed. Within this four-force model the linear interaction vanishes at the full bond length too.

## Which lines and which defects escape the rule

**Line direction.** In an isotropic solid $H=0$, the two groups of strain never couple, and a straight screw in any direction has zero dilatation. With anisotropy the direction matters. For a line along [111], antiplane strain has cube-axis components $\varepsilon_{ii}=\partial_iu_t/\sqrt3$ (no sum). If $\nabla u_t$ points along $(1,1,-2)$, these are proportional to $(1,1,-2)$. An in-plane stretch along the same direction has components proportional to $(1,1,4)$. The product summed over axes is $1+1-8=-6$, so the $H$ term couples shear to in-plane strain.

The table gives the largest dilatation in units of $b/(2\pi r)$, with $b$ and the elastic constants held fixed. Only the ⟨110⟩ entry is a perfect screw of silicon; the others are comparison cases, since a vector of this length along those lines is not a lattice vector.

| Line | Mirror normal to line | Dilatation |
|---|---|---|
| [100] | yes | 0 |
| [110] type | yes | 0 |
| [111] | no | 0.069 |
| [112] | no | 0.060 |

When $C_{44}$ is replaced by 51 GPa, which makes the crystal isotropic, all four values fall below $10^{-10}$. Anisotropy without the mirror is what produces the dilatation. The mirror in the table is that of the elastic constants. A tetrahedral site in silicon has no mirror normal to [100], so for that line the dilatation is zero but the exact four-force cancellation at full bond length does not carry over.

**Defect symmetry.** For a general dipole the ⟨110⟩ screw gives

$$E=-P_{qt}\,\partial_qu_t-P_{st}\,\partial_su_t .$$

A defect in a site of lower symmetry, or a pair of impurities, can have such shear components. Consider a uniaxial dipole of strength $3P$, which has the same trace as the isotropic one. Along [001] it couples to $\varepsilon_{zz}=0$ and feels nothing. Along [100] it couples to $\varepsilon_{xx}=\tfrac12\partial_qu_t$. With the value $P=6.12$ eV obtained in the next section, its largest energy at 10 nm is

$$3\times6.12\ \text{eV}\times\tfrac12\times7.65\times10^{-3}=70\ \text{meV}.$$

If this defect can turn freely among the three cube axes, its energies at that point are $+70$, $-70$ and $0$ meV. Their plain average is zero, but thermal weighting favours the low one. The free energy relative to a distant site is

$$-k_BT\ln\frac{1+2\cosh(70/101)}{3}\approx-16\ \text{meV}$$

at 1173 K, where $k_BT=101$ meV. For weak strain this attraction is quadratic in $b$.

## How large the effects are

The example is an oversized, isovalent substitutional impurity, in the regime of tin in silicon during an anneal at 1173 K. Its relaxation volume is taken as $\Delta V=0.010$ nm³, a rough value. With $K=98$ GPa and 1 GPa nm³ = 6.24 eV,

$$P=98\times0.010\times6.24\ \text{eV}=6.12\ \text{eV}.$$

**The 60° dislocation.** Keep the line direction and the length of $\mathbf b$, but turn $\mathbf b$ by 60° in the (111) glide plane. This reference line is treated as undissociated. The screw part, $b/2$, contributes no dilatation. The edge part, $\sqrt3b/2=0.333$ nm, produces all of it. At 10 nm the deepest binding is 23.2 meV and the largest force is 3.4 meV/nm. The equilibrium occupation of the best site, for a dilute impurity, is $\exp(23.2/101)=1.26$ times that far away.

The energy varies as $1/r$, so the binding reaches $k_BT$ at about $10\times23.2/101=2.3$ nm. That radius is an extrapolation for the undissociated reference line; a real 60° line splits over a width larger than this. At 10 nm the finite bond length already changes the energy by up to 0.6 meV, and this relative correction grows as the line is approached.

**The split screw.** A perfect screw in silicon can lower its energy by splitting into two 30° partials joined by a stacking fault. Each carries a screw part $b/2$. Their edge parts are $\pm b_e$, with $b_e=a/(2\sqrt6)=0.111$ nm. Reflection reverses the screw parts but not the edge parts, so the argument for zero dilatation does not cover the pair.

The width $d$ follows from a force balance. The stress of a straight dislocation falls as $1/r$, so the forces on the inner and outer arcs of a wedge centred on the line cancel. The tractions on its two flat faces must then balance, which means that the traction on a plane through the line does not depend on the plane's angle. For the screw part it can be read off at $s=0$:

$$C_{44}\,\partial_su_t=\frac{C_{44}\lambda b}{2\pi r}=\frac{K_sb}{2\pi r},\qquad K_s=\sqrt{C'C_{44}}=63.9\ \text{GPa}.$$

Let $K_e$ be the corresponding factor for the edge part. The mirror forbids cross terms between the two. The screw parts repel, the opposite edge parts attract, and the net repulsion balances the fault energy $\gamma_f$:

$$\frac{K_sb^2/4-K_eb_e^2}{2\pi d}=\gamma_f .$$

For the rough value $\gamma_f=0.06$ J/m², the anisotropic calculation gives $d=3.4$ nm, which corresponds to $K_e\approx86$ GPa.

Far away, the two edge fields cancel except for their difference over the distance $d$. The derivative of a $1/r$ field falls as $1/r^2$, and so does the remaining energy. In the calculation it drops by a factor of 4.00 between 400 and 800 nm. At 10 nm its largest magnitude is 2.5 meV and the largest force is 0.83 meV/nm, about 11% and 25% of the values for the undissociated 60° line. If the 60° line is also split with the same $\gamma_f$, its width is 5.6 nm, and at 10 nm from its centre the largest energy is 21.9 meV and the largest force 5.0 meV/nm, so the ratios become about 11% and 17%. The split-screw values follow the rough fault energy: for $\gamma_f$ from 0.05 to 0.07 J/m², $d$ runs from 4.1 to 3.0 nm, the energy from 3.0 to 2.1 meV and the force from 1.0 to 0.70 meV/nm.

**A tilted line.** If the whole undissociated line is tilted by 1° in the glide plane while $\mathbf b$ stays fixed, it gains an edge part $b\sin1^\circ=0.0067$ nm. Scaling from the 60° line predicts $23.2\times0.0067/0.333=0.47$ meV. The full calculation gives 0.52 meV; the tilted line has also lost its mirror, so its screw part contributes as well. Halving the tilt halves the energy to within 3%.

**Second-order terms.** Reflecting the whole crystal about the mirror plane that is normal to the line and passes through the impurity changes $b$ to $-b$ and leaves the impurity as it was. The energy must therefore be even in $b$: the linear term is forbidden, but a quadratic term is allowed. Two estimates at 10 nm set its scale:

- The nonlinear strain has trace $\tfrac12|\nabla u_t|^2$. This is not a volume change, since displacement along the line that does not vary along it preserves volume exactly. Taken only as a scale and multiplied by $P$, it gives $\tfrac12(7.65\times10^{-3})^2\times6.12$ eV = 0.18 meV.
- A local stiffness change as large as $C_{44}$ itself, over one atomic volume $a^3/8$, gives 0.29 meV.

These are orders of magnitude. A full value would need the third-order elastic constants and the impurity's actual effect on stiffness. Both terms fall as $1/r^2$.

## Reading this for a real wafer

At 10 nm, and for a tilt of 1°, splitting is the largest of the estimated corrections to the ideal screw. Its energy falls as $1/r^2$ while that of a tilt falls as $1/r$, so the tilt dominates farther out. A uniform softening of the crystal does not disturb the zero: lowering all elastic constants by an assumed 10%, with $\Delta V$ fixed, reduces the 60° binding from 23.2 to 20.9 meV and leaves the ideal screw at zero. Tin is isovalent with silicon, which removes the charge of an ionized dopant from the problem. Electronic binding, bonding in the core, segregation to the stacking fault between the partials and precipitation are outside the model, and their size is not estimated here. Zero elastic force at long range therefore does not show that a screw cannot getter an impurity. It shows that any capture must come from something other than linear size misfit with an ideal screw.

For modelling impurity capture, this suggests the following:

- Resolve each dislocation segment into edge and screw parts. Keep the screw part when the segment does not run along ⟨110⟩: in an anisotropic crystal it can contribute too, as the tilted line shows. For a tetrahedral, purely dilatational impurity, give an ideal ⟨110⟩ screw no drift term from a $1/r$ energy.
- Represent a real screw by its two partials when distances are comparable with the splitting width, or when energies of a few meV matter.
- Check the symmetry of the defect before using the rule. A pair or an off-centre impurity may couple to the shear field more strongly than the isotropic impurity couples to a 60° line.
- Add the dilatation of neighbouring dislocations, precipitates and films separately. In linear elasticity their strains superpose, and the screw does not screen them.

The numerical output below lists the values behind these estimates.

## Calculated quantities

```
C11, C12, C44 (rough inputs) = 166, 64, 80 GPa
lattice constant (input) = 0.543 nm
relaxation volume dV (rough input) = 0.010 nm^3
distance from line (input) = 10.0 nm
anneal temperature (input) = 1173 K
stacking-fault energy (rough input) = 0.060 J/m^2
Burgers vector length = 0.3840 nm
bulk modulus K = 98.0 GPa
dipole strength P = K dV = 6.117 eV
C' = (C11-C12)/2 = 51.0 GPa
anisotropy ratio C44/C' = 1.569
lambda = sqrt(C'/C44) = 0.7984
screw energy factor from solver = 63.87 GPa
b/(2 pi r) = 6.111e-03
largest shear of the 110 screw = 7.654e-03
largest dilatation, 110 screw (rounding) = 9.5e-19
largest dilatation / (b/2 pi r), screws of equal b:
  line 100: 0.000e+00
  line 110: 2.015e-16
  line 111: 6.910e-02
  line 112: 5.964e-02
kT = 101.1 meV
largest |E|, screw (rounding) = 5.8e-15 meV
largest force, screw (rounding) = 6.7e-12 meV/nm
deepest binding, 60 degree line = 23.22 meV
largest force, 60 degree line = 3.375 meV/nm
Boltzmann factor at that binding = 1.258
screw, uniaxial dipole on [100] = 70.22 meV
screw, uniaxial dipole on [001] = 8.2e-15 meV
bond length = 0.2351 nm
finite-bond correction, 60 degree line = 0.616 meV
Neglected effects for the screw at the same distance:
edge part of each partial = 0.1108 nm
splitting width = 3.44 nm
splitting, largest |E| = 2.496 meV
splitting, largest force = 0.828 meV/nm
splitting, |E|(400 nm)/|E|(800 nm) = 4.0000
line tilted by 1 degree, largest |E| = 0.523 meV
second-order strain, estimate = 0.1791 meV
stiffness change of order one, estimate = 0.2927 meV
60 degree binding, stiffness 10% lower = 20.90 meV
```
